# The Pasternack–Sternheimer rule for hydrogenic radial integrals, part 3

A spinless, nonrelativistic electron moves in the field of a fixed point nucleus of charge $Z$, in Hartree atomic units. Bound states are $\psi_{nlm}=R_{nl}Y_{lm}$, with $u_{nl}=rR_{nl}$ real and normalized and $R_{nl}>0$ just outside the origin. The problem is how the integrals

$$I_s=\int_0^\infty R_{nl}(r)\,R_{n'l'}(r)\,r^{-s}\,r^2\,dr=\int_0^\infty u_{nl}\,u_{n'l'}\,r^{-s}\,dr \tag{1}$$

behave inside one shell ($n=n'$), and what this implies for matrix elements. Here $l\ge l'$ and $\Delta=l-l'$; $I_s$ exists if and only if $s<l+l'+3$. "The program" is a numerical check that evaluates the integrals from their definition.

With $E=-\kappa^2/2$, the radial equation is

$$u''=\left[\frac{l(l+1)}{r^2}-\frac{2Z}{r}+\kappa^2\right]u .\tag{3}$$

The series $u=e^{-\kappa r}\sum_{j\ge0}c_jr^{j+l+1}$ obeys

$$c_{j+1}=\frac{2\left[\kappa(j+l+1)-Z\right]}{(j+1)(j+2l+2)}\,c_j \tag{4}$$

and must end for a bound state, which gives $\kappa=Z/n$.

Inside a shell, with $x=2\kappa r$, $m=n-l-1$, $a=2l+1$, $k=n-l'-1$, $b=2l'+1$ and Laguerre polynomials $L^a_m$, $L^b_k$,

$$I_s=\frac{(2\kappa)^s}{2n}\sqrt{\frac{m!\,k!}{(n+l)!\,(n+l')!}}\;J_s,\qquad J_s=\int_0^\infty x^{l+l'+2-s}e^{-x}L^a_m(x)L^b_k(x)\,dx .\tag{9}$$

The results used below are

$$I_s=0\quad\text{for } n=n',\ l\ne l',\ s=2,3,\dots,|l-l'|+1 ,\tag{11}$$

$$J_{\Delta+2}=\frac{(n+l)!\,(2l')!}{(n-l-1)!\,(2l+1)!}>0 ,\tag{13}$$

$$I_{\Delta+3}=\frac{Z(\Delta+1)}{l'(l+1)}\,I_{\Delta+2}>0\qquad(\Delta\ge1,\ l'\ge1),\tag{22}$$

and, for 2p–2s of hydrogen, $I_{-1}=-5.196152$ bohr.

The closing list of computed values also covers earlier examples. There $M(t)=\int_0^\infty x^{b+t}e^{-x}L^b_k(x)\,dx$, and $E-E'$ and $\omega$ are energy differences between the two states. The oscillator pair 1d–2s has $V=r^2/2$, $l=2$, $l'=0$, and $\langle V'\rangle=\int uv\,V'dr$ with $u,v$ its normalized radial functions.

## Part (i): point multipoles inside a shell

A charge distribution at the nucleus, small compared with the atom and symmetric about the $z$ axis, adds terms $V_K=\eta_K\,P_K(\cos\theta)/r^{K+1}$ with $K\ge1$ to the potential energy outside it, where $P_K$ is a Legendre polynomial and $\eta_K$ a constant. Treating each term as a point multipole, find which matrix elements of $V_K$ inside a shell vanish, and describe the cases $K=1,2,3$.

### Solution

The matrix element between $\psi_{nlm}$ and $\psi_{nl'm'}$ is $\eta_K$ times an angular integral times $I_{K+1}$. The perturbation does not depend on $\phi$, so $m=m'$, where $m$ now denotes the magnetic quantum number. With $\mu=\cos\theta$, the angular integral is proportional to $\int_{-1}^1P_l^{|m|}P_KP_{l'}^{|m|}d\mu$, where $P_l^{|m|}$ equals $(1-\mu^2)^{|m|/2}$ times a polynomial of degree $l-|m|$ and parity $(-1)^{l-|m|}$. Three conditions follow.

Under $\mu\to-\mu$ the integrand takes the sign $(-1)^{l+l'+K}$, so $l+l'+K$, and with it $\Delta+K$, must be even. The product $P_l^{|m|}P_{l'}^{|m|}$ is a polynomial of degree $l+l'$, and $P_K$ is orthogonal to polynomials of degree below $K$, so $K\le l+l'$. The product $P_KP_{l'}^{|m|}$ is $(1-\mu^2)^{|m|/2}$ times a polynomial of degree $K+l'-|m|$, hence a linear combination of the $P_j^{|m|}$ with $j\le K+l'$. These are orthogonal to $P_l^{|m|}$ when $l>K+l'$, so $\Delta\le K$.

The second condition gives $K+1\le l+l'+1<l+l'+3$, so the radial integral exists whenever the angular factor can be nonzero. When $K>l+l'$ the element is defined by excluding a small sphere around the origin, and the vanishing angular factor makes it zero for every radius of that sphere.

The rule (11) applies to $s=K+1$ when $2\le K+1\le\Delta+1$, that is when $\Delta\ge K$. Together with $\Delta\le K$ this leaves $\Delta=K$. The elements of $V_K$ with the largest allowed change of $l$ vanish inside a shell. The next allowed value is $\Delta=K-2$, where $s=\Delta+3$. For $\Delta=0$ the radial integral is a positive expectation value. For $\Delta\ge1$ the condition $K\le l+l'$ reads $l-l'+2\le l+l'$, so $l'\ge1$, and (22) shows that the radial integral is positive.

For $K=1$ parity allows only $\Delta=1=K$, so the point dipole has no matrix element at all inside a shell. For $K=2$ the allowed values are $\Delta=0$ and $\Delta=2$, the second vanishes, and the quadrupole matrix is diagonal in $l$. At first order in $\eta_2$ the states $\psi_{nlm}$ are then already the correct zeroth-order states of degenerate perturbation theory, up to mixing among levels that stay degenerate at this order. For $K=3$ the elements with $\Delta=3$ vanish. Those with $\Delta=1$ and $l'\ge1$ have a positive radial integral and remain wherever the angular factor is nonzero, while the p–s element vanishes because $K>l+l'$. The values for hydrogen with $m=0$ are as follows.

| pair | $K$ | angular | $I_{K+1}$ (bohr$^{-(K+1)}$) |
|---|---|---|---|
| 3d–3s | 2 | 0.447214 | 0 |
| 4f–4p | 2 | 0.392792 | 0 |
| 3d–3d | 2 | 0.285714 | $2.469136\times10^{-3}$ |
| 4f–4s | 3 | 0.377964 | 0 |
| 3d–3p | 3 | 0.331970 | $1.226923\times10^{-3}$ |

The angular factors are nonzero in all five rows, so the three vanishing elements vanish through the radial integral and not through an angular selection rule. The last row can be checked by hand. For $n=3$, $l=2$, $l'=1$, (13) gives $J_3=5!\,2!/(0!\,5!)=2$, (9) gives $I_3=(2/3)^3\cdot\tfrac16\cdot2/\sqrt{5!\,4!}$, and (22) multiplies this by $2/3$ to give $I_4=1.226923\times10^{-3}$ bohr$^{-4}$. The program asserts, for $m=0$, $n=2,\dots,6$ and $K=1,2,3$, that an off-diagonal radial integral with nonzero angular factor vanishes exactly when $\Delta=K$.

These statements hold at first order in $\eta_K$, since second-order terms involve other shells, to which the rule does not apply. For $K\ge2$ the point form should be used at first order only. An s state is constant near the origin, so its first-order correction, driven by $r^{-K-1}$, scales there as $r^{1-K}$. The radial integrand of the second-order energy then scales as $r^{-K-1}\,r^{1-K}\,r^2=r^{2-2K}$, and the integral diverges at the origin for every $K\ge2$. Without perturbation theory the point form fails as well, because an attraction $r^{-3}$ or stronger in some directions outgrows the kinetic energy, which scales as $r^{-2}$, and the energy has no lower bound. A source of finite radius $\rho$ removes the singularity and changes $V_K$ for $r<\rho$. The radial integrand there scales as $r^{l+l'+1-K}$, so the zero is replaced by a term of order $\rho^{\,l+l'+2-K}$, which for $\Delta=K$ is $\rho^{\,2l'+2}$.

## Part (j): an exact check with a point dipole

Solve $H_d=-\tfrac12\nabla^2-Z/r+d\cos\theta/r^2$ exactly by separation of variables. Find the leading shifts of the hydrogen levels 2s and 2p$_0$ for small $d$, evaluate them for the model values $d=0.01$ and $0.02$ atomic units, and compare with the effect of a uniform field.

### Solution

A physical dipole $p$ along $+z$ gives the electron the energy $-p\cos\theta/r^2$, so $d=-p$. The sign will not matter. The kinetic energy is $-\tfrac1{2r}\partial_r^2r+L^2/(2r^2)$, with $L^2$ the squared angular momentum, so

$$H_d=-\frac1{2r}\partial_r^2\,r-\frac Zr+\frac{L^2+2d\cos\theta}{2r^2}.$$

The operator $L^2+2d\cos\theta$ acts on angles only. Let $\Lambda$ be one of its eigenvalues, and for $\Lambda>-\tfrac14$ define $\lambda=-\tfrac12+\sqrt{\tfrac14+\Lambda}$, so that $\lambda(\lambda+1)=\Lambda$ and $\lambda>-\tfrac12$. The radial equation is (3) with the real number $\lambda$ in place of $l$. Of the two behaviours $r^{\lambda+1}$ and $r^{-\lambda}$ at the origin, the second has $u'^2\sim r^{-2\lambda-2}$ for $\lambda\neq0$, which is not integrable for $\lambda>-\tfrac12$. It has infinite kinetic energy and is rejected. The recurrence (4) and the termination argument never used that $l$ is an integer, so with $n_r=0,1,2,\dots$ radial nodes

$$E=-\frac{Z^2}{2(n_r+\lambda+1)^2}.\tag{24}$$

For $\Lambda<-\tfrac14$ the exponent becomes complex and the point-dipole model has no lowest state. The values of $d$ used here are far from that limit, as the computed $\lambda$ shows.

For fixed $m$ the eigenvalues $l(l+1)$ of $L^2$ are non-degenerate, and $\cos\theta$ is a bounded operator, so $\Lambda$ has a power series in $d$ for small $d$. The reflection $\mu\to-\mu$ leaves $L^2$ unchanged and reverses the sign of $d$, so the eigenvalue that starts from $l(l+1)$ is an even function of $d$. By (24) every level is then even and analytic in $d$, and none has a linear term. First-order degenerate perturbation theory identifies the linear terms with the eigenvalues of the intra-shell matrix of $d\cos\theta/r^2$. For $n=2$, $m=0$ this matrix has zero diagonal and the off-diagonal element $dI_2/\sqrt3$, with eigenvalues $\pm dI_2/\sqrt3$. The exact absence of a linear shift therefore agrees with $I_2=0$ and would contradict any other value. For general $n$ the matrix is real and symmetric, and a symmetric matrix whose eigenvalues are all zero is zero.

The angular elements follow from the recurrence $(2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}$ and the norm $\int_{-1}^1P_l^2d\mu=2/(2l+1)$. The normalized functions are $\sqrt{(2l+1)/2}\,P_l$, so

$$\langle l+1,0|\cos\theta|l,0\rangle=\frac{\sqrt{(2l+1)(2l+3)}}{2}\cdot\frac{l+1}{2l+1}\cdot\frac{2}{2l+3}=\frac{l+1}{\sqrt{(2l+1)(2l+3)}} .$$

The squares are $\tfrac13$ for $l=0$ and $\tfrac4{15}$ for $l=1$. Second-order perturbation theory for the angular operator, with perturbation $2d\cos\theta$ and unperturbed eigenvalues $0,2,6$, gives

$$\delta\Lambda_0=4d^2\,\frac{1/3}{0-2}=-\frac{2d^2}{3},\qquad\delta\Lambda_1=4d^2\left[\frac{1/3}{2-0}+\frac{4/15}{2-6}\right]=4d^2\left[\frac16-\frac1{15}\right]=\frac{2d^2}{5}.$$

Differentiating $\Lambda=\lambda(\lambda+1)$ at $\lambda=l$ gives $\delta\lambda=\delta\Lambda/(2l+1)$, so $\delta\lambda_0=-\tfrac23d^2$ and $\delta\lambda_1=\tfrac2{15}d^2$. Differentiating (24) gives $\delta E=Z^2\delta\lambda/n^3$. For $Z=1$ and $n=2$, to order $d^2$,

$$\delta E_{2s}=-\frac{d^2}{12},\qquad\delta E_{2p_0}=+\frac{d^2}{60}.\tag{25}$$

The program diagonalizes $L^2+2d\cos\theta$ numerically and inserts $\lambda$ in (24). At $d=0.01$ it finds $\lambda=-0.00006667$ for the level that starts from $l=0$ and $\lambda=1.00001333$ for the one that starts from $l=1$, in agreement with $-\tfrac23\times10^{-4}$ and $1+\tfrac2{15}\times10^{-4}$. The shifts relative to $-\tfrac18$ hartree are listed below, with 1 hartree $=219474.63$ cm$^{-1}$.

| $d$ (au) | level | shift (hartree) | shift (cm$^{-1}$) |
|---|---|---|---|
| 0.01 | 2s | $-8.33410\times10^{-6}$ | $-1.829$ |
| 0.01 | 2p$_0$ | $+1.66657\times10^{-6}$ | $+0.366$ |
| 0.02 | 2s | $-3.33456\times10^{-5}$ | $-7.319$ |
| 0.02 | 2p$_0$ | $+6.66517\times10^{-6}$ | $+1.463$ |

Doubling $d$ multiplies the shifts by 4.00111 for 2s and by 3.99933 for 2p$_0$, where a linear effect would give 2. The ratio of the exact 2s shift to the leading value (25) is $8.33410\times10^{-6}\times12/10^{-4}=1.00009$ at $d=0.01$ and $3.33456\times10^{-5}\times12/(4\times10^{-4})=1.00037$ at $d=0.02$. For 2p$_0$ the ratios are $0.99994$ and $0.99978$. The deviations, relative to the leading value, grow about fourfold when $d$ doubles. This is what evenness in $d$ requires, since the next term of the shift is of order $d^4$ and so of relative order $d^2$. The program asserts that the relative deviation stays below $5d^2$ and that the doubling ratio lies within 0.01 of 4.

A uniform field $F$ along $z$ adds $Fr\cos\theta$, which has the same angular factor as the point dipole but the radial power $s=-1$, outside the range (11). The coupling is $\langle2s|z|2p_0\rangle=I_{-1}/\sqrt3=-5.196152/\sqrt3=-3.000000$ bohr. The two-by-two matrix has eigenvalues $\pm3F$, so the levels split linearly in the field and the zeroth-order eigenstates are equal mixtures of 2s and 2p$_0$. Under the point dipole the same two states keep their labels: each exact eigenfunction is one radial function times an angular function that reduces to a single spherical harmonic as $d\to0$. All of this refers to the spinless nonrelativistic Hamiltonian. Relativistic and radiative corrections lie outside it, and the proofs given here do not carry over to the corrected radial functions.

## Computed values

```
exact zeros found, n=2..10, Z=1,2: 990
H 5f-5s: Z=1 m=1 a=7 k=4 b=1 Delta=3 2kappa=0.4 1/bohr
L^a_m(x) = 8 - x
M(t), t=-1..5: [1, 0, 0, 0, 0, 120, 3600]
sqrt(m!k!/((n+l)!(n+l')!))/(2n) = 2.227177e-04
s=0: J_s = -2640.0, I_s = -5.879747e-01 bohr^-0
s=1: J_s = -120.0, I_s = -1.069045e-02 bohr^-1
s=2: J_s = 0.0, I_s = 0.000000e+00 bohr^-2
s=3: J_s = 0.0, I_s = 0.000000e+00 bohr^-3
s=4: J_s = 0.0, I_s = 0.000000e+00 bohr^-4
s=5: J_s = 8.0, I_s = 1.824503e-05 bohr^-5
s=2.5: J_s = 1.077493, I_s = 2.428393e-05 bohr^-2.5
3d-4s: E-E' = -2.430556e-02 hartree, I_0 = 0.065380
3d-4s: I_2 = -5.296998e-04 bohr^-2, I_3 = 1.931197e-05 bohr^-3
2p-1s: omega = 0.3750 hartree, I_-1 = 1.290266 bohr
2p-1s: I_2 = 0.181444 bohr^-2
2p-2s: I_-1 = -5.196152 bohr^1
2p-2s: I_1 = -0.144338 bohr^-1
2p-2s: I_2 = 0.000000 bohr^-2
2p-2s: I_3 = 0.072169 bohr^-3
oscillator 1d-2s: E = 3.5 hartree, |I_2| = 0.000000 bohr^-2
oscillator 1d-2s: I_3 = 0.237883 bohr^-3, <V'> = -1.427299 hartree/bohr
n=3 l=2 l'=0 K=2: angular 0.447214, radial 0.000000e+00 bohr^-3
n=4 l=3 l'=1 K=2: angular 0.392792, radial 0.000000e+00 bohr^-3
n=3 l=2 l'=2 K=2: angular 0.285714, radial 2.469136e-03 bohr^-3
n=4 l=3 l'=0 K=3: angular 0.377964, radial 0.000000e+00 bohr^-4
n=3 l=2 l'=1 K=3: angular 0.331970, radial 1.226923e-03 bohr^-4
<2s|z|2p0> = -3.000000 bohr
d=0.01 au 2s: lambda=-0.00006667, shift=-8.33410e-06 hartree = -1.8291 cm^-1
d=0.01 au 2s: shift/d^2 = -0.083341 hartree/au^2
d=0.01 au 2p0: lambda=1.00001333, shift=1.66657e-06 hartree = 0.3658 cm^-1
d=0.01 au 2p0: shift/d^2 = 0.016666 hartree/au^2
d=0.02 au 2s: lambda=-0.00026671, shift=-3.33456e-05 hartree = -7.3185 cm^-1
d=0.02 au 2s: shift/d^2 = -0.083364 hartree/au^2
d=0.02 au 2p0: lambda=1.00005332, shift=6.66517e-06 hartree = 1.4628 cm^-1
d=0.02 au 2p0: shift/d^2 = 0.016663 hartree/au^2
2s: shift ratio on doubling d = 4.00111
2p0: shift ratio on doubling d = 3.99933
1 hartree = 219474.63 cm^-1
```
